# The closed-shell MP2 gradient from a Lagrangian

## 1. A gradient that is 19% too small

Take a water molecule with O–H bonds of 2.0 and 1.8 bohr and an angle of 105 degrees, treated by MP2 in the cc-pVDZ basis with all electrons correlated. Finite differences of the energy give a slope of 0.0734 hartree/bohr along the longer bond. Now let the RHF orbitals follow the moving basis functions, keep them orthonormal by symmetric orthonormalization (Section 10; another way of orthonormalizing would in general give another number), hold the MP2 amplitudes fixed, and analytically differentiate the RHF energy plus the Hylleraas form of the MP2 correction (Section 3). That form is stationary in the amplitudes, so fixing them causes no error in the slope; the usual MP2 sum lacks this property and would give a different number. The result is 0.0598 hartree/bohr, too small by 19% of the finite-difference value.

The missing part comes from the orbitals. They make the RHF energy stationary, but not the MP2 correction, so their first-order response to a nuclear displacement contributes to the slope. A Lagrangian supplies this contribution without computing the response for each displacement.

## 2. Conventions

The reference is a closed-shell RHF determinant with real orbitals. Indices $i,j,k$ denote occupied orbitals, $a,b,c$ virtual ones, and $p,q,r,s$ any. Greek indices denote atom-centred basis functions, and orbitals are $\phi_p=\sum_\mu C_{\mu p}\chi_\mu$. Hartree atomic units are used, and integrals are in charge-cloud order:

$$(pq|rs)=\iint \phi_p(1)\phi_q(1)\,r_{12}^{-1}\,\phi_r(2)\phi_s(2)\,d1\,d2 .$$

For a symmetric matrix $M$ define the mean field

$$v[M]_{rs}=\sum_{pq}M_{pq}\left[(pq|rs)-\tfrac12(pr|qs)\right].$$

The RHF density is $D^0_{ij}=2\delta_{ij}$, with all other blocks zero. The Fock matrix and energy are

$$F=h+v[D^0],\qquad E_{\rm RHF}=V_{nn}+2\sum_i h_{ii}+\sum_{ij}\left[2(ii|jj)-(ij|ij)\right].$$

RHF orbitals satisfy the Brillouin condition $F_{ai}=0$ and orthonormality, $S_{pq}=\delta_{pq}$. At the reference geometry we choose canonical orbitals, $F_{pq}=\varepsilon_p\delta_{pq}$.

## 3. MP2 as a stationary functional

Let the amplitudes obey $t_{ij}^{ab}=t_{ji}^{ba}$, and set $\tau_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}$. The Hylleraas functional is

$$E_2=\sum_{ijab}\tau_{ij}^{ab}\Big[2(ia|jb)+\sum_c(F_{ac}t_{ij}^{cb}+F_{bc}t_{ij}^{ac})-\sum_k(F_{ik}t_{kj}^{ab}+F_{jk}t_{ik}^{ab})\Big].$$

In canonical orbitals the Fock terms collapse to $\Delta\,t_{ij}^{ab}$, with $\Delta=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. Because $\Delta$ is unchanged when $a$ and $b$ are exchanged, $\sum\tau\Delta\,\delta t=\sum\delta\tau\,\Delta t$. Hence

$$\delta E_2=2\sum_{ijab}\delta\tau_{ij}^{ab}\left[(ia|jb)+\Delta\,t_{ij}^{ab}\right].$$

The map from $t$ to $\tau$ multiplies the part symmetric in $a,b$ by 1 and the antisymmetric part by 3. It is invertible, so the bracket must vanish:

$$t_{ij}^{ab}=\frac{(ia|jb)}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

Inserting $\Delta t=-(ia|jb)$ leaves $E_2=\sum\tau_{ij}^{ab}(ia|jb)$, the usual MP2 energy. This requires $\Delta\neq0$. If some $\Delta$ approaches zero while the integral $(ia|jb)$ above it stays away from zero, that amplitude grows without limit and the perturbation theory fails; if the integral vanishes, as between orbitals on widely separated fragments, a small $\Delta$ need not make the amplitude large.

The functional keeps the full occupied and virtual blocks of $F$. A rotation within either space, accompanied by the matching transformation of $t$, leaves every sum unchanged. The displaced orbitals therefore need not be canonical. The two conditions to impose are Brillouin's and orthonormality.

**Collecting the Fock terms.** The two virtual terms are equal, as relabelling $i\leftrightarrow j$, $a\leftrightarrow b$ shows, and so are the two occupied terms. Thus

$$E_2=2\sum_{ijab}\tau_{ij}^{ab}(ia|jb)+\sum_{ij}P_{ij}F_{ij}+\sum_{ab}P_{ab}F_{ab},$$

$$P_{ij}=-2\sum_{kab}\tau_{ik}^{ab}t_{jk}^{ab},\qquad P_{ab}=2\sum_{ijc}\tau_{ij}^{ac}t_{ij}^{bc}.$$

Both blocks are symmetric. In $P_{ab}$ the part needing inspection is $\sum t_{ij}^{ca}t_{ij}^{bc}$. Exchanging $a$ and $b$ gives $\sum t_{ij}^{cb}t_{ij}^{ac}=\sum t_{ji}^{bc}t_{ji}^{ca}$, the same sum after relabelling $i,j$. In $P_{ij}$ relabelling $a,b$ suffices.

The traces are $\pm2\sum\tau t$ and cancel: correlation moves electrons from occupied to virtual orbitals. In the example 0.106 electrons are moved.

## 4. The Lagrangian

Attach a multiplier $z_{ai}$ to each Brillouin condition and a symmetric matrix $W$ to orthonormality:

$$L=E_{\rm RHF}+E_2+\sum_{ai}z_{ai}F_{ai}-\sum_{pq}W_{pq}(S_{pq}-\delta_{pq}).$$

Define $P_{ai}=P_{ia}=z_{ai}/2$. Since $F$ is symmetric, $z_{ai}F_{ai}=P_{ai}F_{ai}+P_{ia}F_{ia}$, and all Fock terms combine:

$$L=E_{\rm RHF}+\sum_{pq}P_{pq}F_{pq}+2\sum_{ijab}\tau_{ij}^{ab}(ia|jb)-\sum_{pq}W_{pq}(S_{pq}-\delta_{pq}).$$

At every geometry $x$, $L$ equals the MP2 energy if the constraints hold and $t$ is stationary. If $L$ is also stationary in $C$, the chain rule has no terms from $dC/dx$, $dt/dx$, $dz/dx$ or $dW/dx$. Then

$$\frac{dE}{dx}=\left.\frac{\partial L}{\partial x}\right|_{C,t,z,W}.$$

It remains to choose $z$ and $W$ so that $L$ is stationary in $C$.

## 5. Varying the orbitals

Let $\delta\phi_p=\sum_r\phi_rX_{rp}$ with an unrestricted matrix $X$. Orthonormality need not be built into $X$, because $W$ enforces it. Write the change of $L$ without its $W$ term as $\sum_{rp}A_{rp}X_{rp}$. There are four contributions.

**RHF energy.** The term $2h_{ii}$ has two orbital places and gives $4h_{ri}X_{ri}$. The Coulomb and exchange terms have four equivalent places each and give $8(ri|jj)X_{ri}$ and $-4(rj|ij)X_{ri}$. Together,

$$\delta E_{\rm RHF}=4\sum_{ri}F_{ri}X_{ri}.$$

**Outer indices of $\sum P_{pq}F_{pq}$.** Both indices contribute equally because $P$ and $F$ are symmetric:

$$2\sum_{rpq}F_{rq}P_{qp}X_{rp}=2\sum_{rp}(FP)_{rp}X_{rp}.$$

**Occupied orbitals inside $F$.** The mean field contains $\sum_k[2(pq|kk)-(pk|qk)]$. Its variation, contracted with symmetric $P$, is

$$\sum_{pqrk}P_{pq}\left[4(pq|rk)-2(pr|qk)\right]X_{rk}=4\sum_{rk}v[P]_{rk}X_{rk}.$$

**Pair term.** In $2\sum\tau_{ij}^{ab}(ia|jb)$, varying $i$ or $j$ gives equal results, and likewise $a$ or $b$. The coefficients are

$$Y_{ri}=4\sum_{jab}\tau_{ij}^{ab}(ra|jb),\qquad Y_{ra}=4\sum_{ijb}\tau_{ij}^{ab}(ri|jb).$$

With $n_p=1$ for occupied and 0 for virtual $p$, the sum is

$$A_{rp}=4F_{rp}n_p+2(FP)_{rp}+4v[P]_{rp}n_p+Y_{rp}.$$

For the constraint, $\delta S_{pq}=X_{pq}+X_{qp}$ at orthonormal orbitals, so $\sum W_{pq}\delta S_{pq}=2\sum W_{rp}X_{rp}$. Stationarity for every $X$ requires

$$A=2W.$$

Since $W$ is symmetric, $A$ must be symmetric too. The symmetric part of this equation fixes $W$; the antisymmetric part is a condition on $z$.

## 6. The Z-vector equation

**Occupied–occupied and virtual–virtual blocks.** Consider an infinitesimal rotation among occupied orbitals, with antisymmetric $X_{ij}$. If $t$ and $z$ are transformed along with the orbitals, $L$ does not change. The change of $t$ contributes nothing because $t$ is stationary, and the change of $z$ contributes nothing because it multiplies $F_{ai}=0$. Therefore $\sum A_{ij}X_{ij}=0$ for every antisymmetric $X$, which means $A_{ij}=A_{ji}$. The same argument gives $A_{ab}=A_{ba}$. No multipliers are needed here and no division by $\varepsilon_i-\varepsilon_j$ occurs, so degenerate occupied orbitals are harmless.

This relies on correlating all electrons. With a frozen core, rotations between core and correlated occupied orbitals change the MP2 energy, and a further condition is needed.

**Virtual–occupied block.** In canonical orbitals,

$$A_{ai}=2\varepsilon_aP_{ai}+4v[P]_{ai}+Y_{ai},\qquad A_{ia}=2\varepsilon_iP_{ia}+Y_{ia}.$$

The mean-field term appears only in the first because its column index must be occupied. Setting the two equal and dividing by 2,

$$(\varepsilon_a-\varepsilon_i)P_{ai}+2v[P]_{ai}=\tfrac12(Y_{ia}-Y_{ai}).$$

The unknown block also enters $v[P]$. Its contribution to $2v[P]_{ai}$, from $P_{bj}$ and $P_{jb}$ together, is

$$2\sum_{bj}P_{bj}\left[2(ai|bj)-\tfrac12(ab|ij)-\tfrac12(aj|ib)\right].$$

Moving the known blocks to the right gives the Z-vector equation:

$$(\varepsilon_a-\varepsilon_i)P_{ai}+\sum_{bj}\left[4(ai|bj)-(ab|ij)-(aj|ib)\right]P_{bj}=\tfrac12(Y_{ia}-Y_{ai})-2v[P^{oo}+P^{vv}]_{ai}.$$

Here $P^{oo}$ and $P^{vv}$ are the blocks of Section 3. Nothing in the equation refers to a nuclear displacement. Water has nine nuclear coordinates, but one linear system, with $5\times19=95$ unknowns, serves them all.

The matrix on the left is the RHF orbital Hessian for real closed-shell rotations, up to a constant factor. If an eigenvalue approaches zero, the RHF solution approaches an instability, and $z$ diverges unless the right-hand side has no component along that eigenvector, as symmetry can enforce. The part of the gradient linear in $z$ can then become large although no denominator $\Delta$ is small.

In the example, the largest mismatch $|A_{ai}-A_{ia}|$ is 0.059 hartree with $z=0$, and falls to rounding error once the equation is solved. The largest $|z_{ai}|$ is 0.035.

## 7. The energy-weighted density

With $A$ symmetric, $W=A/2$. Block by block,

$$W_{ij}=2\varepsilon_i\delta_{ij}+\varepsilon_iP_{ij}+2v[P]_{ij}+\tfrac12Y_{ij},$$

$$W_{ab}=\varepsilon_aP_{ab}+\tfrac12Y_{ab},\qquad W_{ai}=W_{ia}=\varepsilon_iP_{ia}+\tfrac12Y_{ia}.$$

The term $\varepsilon_iP_{ij}$ is not symmetric by itself, and neither is $Y_{ij}$; Section 6 shows that their combination is. The mixed block uses $A_{ia}$, the shorter of two expressions that agree once $z$ is known.

Without correlation, $W_{ij}=2\varepsilon_i\delta_{ij}$: the density weighted by orbital energies, which gives the matrix its name. Physically, $-W$ is the response of the energy to a change of the overlap matrix at fixed $h$ and two-electron integrals.

## 8. The relaxed and two-particle densities

To differentiate $L$ at fixed $C$, write it in basis-function integrals. Each density transforms as $D_{\mu\nu}=\sum_{pq}C_{\mu p}D_{pq}C_{\nu q}$, and likewise for $P$, $D^0$ and $W$. The first two parts of $L$ are

$$E_{\rm RHF}=V_{nn}+\sum_{\mu\nu}D^0_{\mu\nu}\left(h_{\mu\nu}+\tfrac12v[D^0]_{\mu\nu}\right),$$

$$\sum_{pq}P_{pq}F_{pq}=\sum_{\mu\nu}P_{\mu\nu}\left(h_{\mu\nu}+v[D^0]_{\mu\nu}\right).$$

The factor $\tfrac12$ in the first prevents double counting of the RHF repulsion; the second has no such factor because $P$ multiplies the full Fock matrix. The coefficient of $h$ is the relaxed density

$$D=D^0+P,$$

where $P$ includes the block $z/2$. The mean-field terms add to $\sum(\tfrac12D^0+P)_{\mu\nu}v[D^0]_{\mu\nu}$. Writing out $v$ and exchanging the labels $\nu,\lambda$ in its exchange part, then adding the pair term, gives the coefficient of $(\mu\nu|\lambda\sigma)$:

$$\Gamma_{\mu\nu\lambda\sigma}=(\tfrac12D^0+P)_{\mu\nu}D^0_{\lambda\sigma}-\tfrac12(\tfrac12D^0+P)_{\mu\lambda}D^0_{\nu\sigma}+2\sum_{ijab}\tau_{ij}^{ab}C_{\mu i}C_{\nu a}C_{\lambda j}C_{\sigma b}.$$

This may be averaged over the index permutations that leave a real integral unchanged, since the contraction does not notice the difference. The average is needed if one differentiates a single position in the integral and multiplies by four.

The explicit derivative of $L$ is now

$$\frac{dE}{dx}=V_{nn}^x+\sum_{\mu\nu}D_{\mu\nu}h_{\mu\nu}^x-\sum_{\mu\nu}W_{\mu\nu}S_{\mu\nu}^x+\sum_{\mu\nu\lambda\sigma}\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)^x .$$

A superscript $x$ means differentiation of the integral, including the motion of its basis functions. Setting $t=0$ removes $P$, $Y$ and the pair term, and the RHF gradient remains.

**Two sum rules.** Since the constraints hold, $L$ itself is the energy:

$$E=V_{nn}+{\rm Tr}\,Dh+\Gamma\cdot g,$$

where $\Gamma\cdot g$ is the full contraction with the two-electron integrals. In hartree, $8.7759-122.2027+37.2036=-76.2232$, the MP2 energy.

Next scale all orbitals uniformly, $X_{rp}=\delta_{rp}$ times a small number. One-electron terms contain two orbitals and two-electron terms four, so ${\rm Tr}\,A=2\,{\rm Tr}\,Dh+4\,\Gamma\cdot g$. With $A=2W$ this becomes

$${\rm Tr}\,WS={\rm Tr}\,Dh+2\,\Gamma\cdot g .$$

The right side is $-122.2027+2(37.2036)=-47.7955$ hartree, equal to the directly computed trace.

## 9. The stretched bond in numbers

Place oxygen at the origin and the more distant hydrogen, H1, on the $z$ axis. Moving H1 along this axis changes the longer bond length $R_1$ alone. The parts of $dE/dR_1$, in hartree/bohr, are:

| Part | RHF | MP2 |
|---|---:|---:|
| nuclear | −2.08978 | −2.08978 |
| one-electron | 5.58253 | 5.50835 |
| overlap | −0.34454 | −0.33609 |
| two-electron | −3.05668 | −3.00904 |
| sum | 0.09153 | 0.07344 |

The sum is positive: stretching the bond further costs energy, so the force pulls H1 back. Correlation weakens the pull by 0.0181 hartree/bohr, leaving 6.05 nN. This small number comes from nearly cancelling parts, three of them 28 to 75 times larger and the overlap part about 5 times larger, so a modest relative error in one density would spoil the gradient.

All nine nuclear derivatives agree with finite differences of separately computed MP2 energies to better than $10^{-9}$ hartree/bohr. That confirms the derivative, not the model: correlation beyond second order and the error of the modest basis remain.

## 10. What the multipliers measure

Return to the slope of 0.0598 hartree/bohr. It belongs to orbitals carried by symmetric orthonormalization,

$$C(x)=C_0\left[C_0^TS(x)C_0\right]^{-1/2},$$

where $C_0$ holds the reference coefficients. To first order this is $X=-\tfrac12S^x$, with $S^x$ in the orbital basis. The orbital contribution to the slope is then $-\tfrac12\sum A_{rp}S^x_{rp}$. Only the symmetric part of $A$ survives, so the gradient formula applies with $z=0$ and $W=(A+A^T)/4$.

These orbitals stay orthonormal but cease to satisfy Brillouin's condition. Along the path the $W$ term of $L$ vanishes, and $L=E_{\rm RHF}+E_2+\sum z_{ai}F_{ai}$. Because the full $L$ is stationary in $C$, its slope along this path is the true gradient:

$$\frac{dE}{dx}=\left.\frac{d(E_{\rm RHF}+E_2)}{dx}\right|_{\rm path}+\sum_{ai}z_{ai}\left.\frac{dF_{ai}}{dx}\right|_{\rm path}.$$

Numerically, $0.0598+0.0136=0.0734$ hartree/bohr, which accounts for the whole discrepancy.

The same stationarity explains the plus sign of the $z$ term in this formula, though not the sign of its numerical value. For an orthonormal orbital change at fixed geometry, $\delta(E_{\rm RHF}+E_2)=-\sum z_{ai}\,\delta F_{ai}$. If the path has produced a violation $F_{ai}$, orbital relaxation must supply $\delta F_{ai}=-F_{ai}$, and this changes the energy by $+z_{ai}F_{ai}$. The multiplier is the energy change per unit of violation removed.

## 11. The relaxed density as a response

An electric field of strength $f$ along O–H1 adds $fz$ to $h$, where $z$ is now the electron coordinate. Overlap and two-electron integrals do not change, so the electronic response involves $D$ alone. The dipole component is

$$\mu=\sum_AZ_AR_{A}-{\rm Tr}\,D\mathbf z,$$

with $R_A$ the nuclear coordinate along the bond and $\mathbf z$ the matrix of the electron coordinate. In units of $e$ bohr, RHF gives 0.5227. Adding only $P^{oo}$ and $P^{vv}$ gives 0.5139, while the relaxed density gives 0.4931, as does the derivative of the MP2 energy in a finite field. The unrelaxed density thus captures about 30% of the correlation shift, $-0.0088$ out of $-0.0296$.

The density $D$ is defined by energy derivatives, not as the expectation value of a normalized wave function. Its eigenvalues are therefore not guaranteed to lie between 0 and 2. A two-orbital block with diagonal elements 2 and 0 and coupling $p$ shows the danger: its eigenvalues are $1\pm\sqrt{1+p^2}$, outside the range for any $p\neq0$. In this example, with this geometry and basis, the occupations stay within the range, though narrowly. Relaxation lowers the smallest occupation from 0.000050 to 0.000025, still positive, and the largest is 1.99991.

The numerical check also changes $h$, $S$ and the two-electron integrals one at a time, repeating the SCF and MP2 calculations after each change. The energy responses match those predicted by $D$, $W$ and $\Gamma$ respectively, so each density is checked separately as well as through their sum in the gradient.

## Computed results

```
Water, cc-pVDZ: R1 = 2.0 bohr, R2 = 1.8 bohr, angle = 105.0 deg
basis functions 24, occupied 5, virtual 19, z unknowns 95
RHF energy               -76.01602402 hartree
MP2 correlation energy   -0.20721389 hartree
MP2 total energy         -76.22323791 hartree
trace P occupied -0.105782, virtual 0.105782
largest |z_ai|           0.034885
largest |A_ai - A_ia|, z = 0: 0.058897 hartree
largest |A_pq - A_qp|, z solved: 1.1e-16 hartree
slope of L, random orbital change: -3.0e-11 hartree
same with z removed:     -0.005207 hartree
slope of L, random amplitude change: 5.9e-14 hartree
Energy assembly (hartree):
  Vnn 8.77587754, Tr Dh -122.20269665, Gamma.g 37.20358120
  Tr WS -47.79553425, Tr Dh + 2 Gamma.g -47.79553425
Response to one changed integral type (hartree): formula, numeric
  h, density D      0.19095980 0.19095980
  S, density W      1.19298956 1.19298956
  g, density Gamma  -0.00523523 -0.00523523
dE/dR1 parts (hartree/bohr): RHF, MP2, difference
  nuclear       -2.08977565 -2.08977565 0.00000000
  one-electron  5.58252801 5.50835141 -0.07417660
  overlap       -0.34453828 -0.33609498 0.00844329
  two-electron  -3.05668393 -3.00903605 0.04764788
  sum           0.09153016 0.07344473 -0.01808543
dE/dR1 finite difference 0.07344473 hartree/bohr
dE/dR1 with z = 0        0.05980607 hartree/bohr
sum z dF/dR1 on path     0.01363866 hartree/bohr
MP2 dE/dR1               6.0509 nN
MP2 gradient x, y, z (hartree/bohr):
  O     0.02145607  -0.00000000  -0.06950577
  H1   -0.00683099   0.00000000   0.07344473
  H2   -0.01462508  -0.00000000  -0.00393896
largest deviation from finite differences 2.8e-10 hartree/bohr
Dipole component along O-H1 (e bohr):
  RHF 0.522706, MP2 unrelaxed 0.513940
  MP2 relaxed 0.493067, finite field 0.493067
occupations, unrelaxed: max 1.999910, min 0.000050
occupations, relaxed:   max 1.999910, min 0.000025
```
